Uniform Thermal Strain in an Ellipsoidal Inclusion, Applied to Copper Vias, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a sphere to an ellipsoid in a medium of one stiffness

### A sphere that contracts more than its surroundings

A copper sphere of radius a is bonded into a very large block of silicon, and the whole is cooled. Copper contracts more than silicon, so the sphere pulls inward on its surroundings and is itself held in tension. How is the strain distributed?

First the reference state has to be fixed. Let ΔT be the temperature change, negative on cooling, and let α_in and α_out be the expansion coefficients of inclusion and matrix. Without the inclusion the matrix would acquire the displacement α_out ΔT x_i and remain free of stress. I subtract this displacement and call the remainder u_i. The strain used below is

ε_ij = ½(∂_i u_j + ∂_j u_i).

The total strain is α_out ΔT δ_ij + ε_ij. Stress comes from the total strain minus the free thermal strain of the material in question. In the matrix that difference is ε_ij. In the inclusion it is ε_ij − β_ij, where

β_ij = β δ_ij, β = (α_in − α_out) ΔT.

Tensile stress is positive. Strains are small, both materials are linearly elastic, and the bond is perfect: displacement and traction are continuous at the interface. The matrix is infinite and u vanishes far away.

For now both materials are isotropic. The matrix has Lamé constants λ and μ and bulk modulus κ = λ + 2μ/3. Primes mark the inclusion's constants.

A radial displacement u(r) is the gradient of a scalar, so the equilibrium equation reduces to

(λ + 2μ) ∇(∇·u) = 0.

The divergence is therefore constant in each material. Integrating (1/r²) d(r²u)/dr = constant gives u as a combination of r and 1/r². Inside, the 1/r² term is excluded because it diverges at the centre. Outside, the term in r is excluded because it grows. With continuity at r = a,

u = e r inside, u = e a³/r² outside,

where e is one unknown number. The interior strain is e δ_ij, the same at every interior point.

Traction continuity fixes e. Outside, the divergence vanishes, so the radial stress is 2μ du/dr, which equals −4μe at r = a. Inside it is 3κ′(e − β). Equating the two,

3κ′(e − β) = −4μe,

e = 3κ′β/(3κ′ + 4μ).

The limits are as they should be. A very stiff sphere (κ′ → ∞) takes the full mismatch strain, e = β. A very rigid matrix (μ → ∞) allows none of it, e = 0, and the sphere contracts only as much as the matrix does.

When the two materials have equal stiffness, the result can be written with Poisson's ratio ν. Using 3κ = 2μ(1+ν)/(1−2ν),

3κ + 4μ = 2μ[(1+ν) + 2(1−2ν)]/(1−2ν) = 6μ(1−ν)/(1−2ν),

e = β(1+ν)/[3(1−ν)].

Here the uniform strain could be an accident of symmetry, since a regular radial solution has no other form available. An ellipsoid removes that excuse. I also let the matrix be anisotropic, as silicon is.

### Replacing the mismatch by a uniform stress source

Consider a body with the same stiffness C_ijkl everywhere. Repeated indices are summed. C has the usual index symmetries, and C_ijkl e_ij e_kl > 0 for every nonzero symmetric e_ij. Let χ(x) be 1 inside the inclusion and 0 outside, and let the stress be

σ_ij = C_ijkl ε_kl − τ_ij χ,

with τ_ij a uniform symmetric tensor. I call τ the polarization stress. For equal stiffnesses the thermal problem is of this form with τ_ij = C_ijkl β_kl. In Part 2 another choice of τ will cover unequal stiffnesses.

Equilibrium is ∂_j σ_ij = 0. Since C_ijkl is symmetric in k and l, ε_kl may be replaced by ∂_l u_k, and

C_ijkl ∂_j ∂_l u_k = τ_ij ∂_j χ.

The right side is concentrated on the surface of the inclusion. Read as an equation between distributions, it contains the continuity of traction.

These equations contain neither ħ nor a charge. They keep their form in atomic units and in any other consistent set.

### Writing the inclusion as a sum of plane waves

A source that varies along one direction n turns the equation above into an ordinary differential equation. I therefore decompose χ into such sources. The starting point is an integral over all unit vectors n,

∫ dn |n·x| = 2πr ∫₋₁¹ |t| dt = 2πr, r = |x|.

Apply the Laplacian twice. On the left, the first application turns |n·x| into 2δ(n·x) and the second gives 2δ″(n·x), because n has unit length. On the right, ∇²r = 2/r and ∇²(1/r) = −4πδ(x), so ∇²∇²r = −8πδ(x). Hence

δ(x) = −(1/8π²) ∫ dn δ″(n·x).

Now multiply by χ(x′), with x replaced by x − x′, and integrate over x′. The volume integral of δ(p − n·x′) is the area S(n,p) in which the plane n·x′ = p cuts the inclusion. With subscripts p for derivatives with respect to p,

χ(x) = −(1/8π²) ∫ dn S_pp(n, n·x).

This holds for any shape. The shape enters through S alone.

For an ellipsoid with semi-axes a₁, a₂, a₃ along the coordinate axes, set x′_i = a_i y_i (no sum), so that y fills the unit ball. Define

h² = Σ a_i² n_i², m_i = a_i n_i/h.

Then m is a unit vector and n·x′ = h m·y. The volume element supplies a₁a₂a₃, and the delta function supplies 1/h. What remains is the section of a unit ball at distance p/h from its centre, a disc of area π(1 − p²/h²). So

S = (π a₁a₂a₃/h)(1 − p²/h²) for |p| < h,

and S = 0 for |p| > h. The area is quadratic in p, and the uniform strain will come from this.

### Solving for one direction at a time

Write u_k(x) = ∫ dn U_k(n, n·x). For each n the equilibrium equation becomes

K_ik U_k,pp = −(1/8π²) τ_ij n_j S_ppp, K_ik = C_ijkl n_j n_l.

The matrix K can be inverted. For a nonzero vector v, v_i K_ik v_k = C_ijkl (v_i n_j)(v_k n_l), and this is positive because the symmetric part of v_i n_j is not zero. Integrating twice in p, without adding a constant or linear term, gives

U_k = −(1/8π²) K⁻¹_ki τ_ij n_j S_p,

and one derivative of u gives

∂_l u_k = −(1/8π²) ∫ dn K⁻¹_ki τ_ij n_j n_l S_pp(n, n·x).

Is this the solution that vanishes far away? Write S as its volume integral again. Then u is a sum over source points x′ of terms ∫ dn F_k(n) δ′(n·(x−x′)), with F_k = K⁻¹_ki τ_ij n_j a smooth function of n. Since δ′(sp) = s⁻²δ′(p) for s > 0, each term scales as |x−x′|⁻². So u falls off at least as fast as r⁻², and its gradient at least as fast as r⁻³.

There is no second solution that decays in this way. The difference w of two solutions has no source. Multiply its equilibrium equation by w_i and integrate over a ball of radius R. This gives

∫ C_ijkl ε_ij ε_kl dV = ∮ w_i σ_ij N_j dΣ,

with N the outward normal. The right side is bounded by a constant times R² · R⁻² · R⁻³ and tends to zero. The energy density on the left is positive unless the strain vanishes, so w is a rigid motion. Since it also vanishes at infinity, w = 0.

### Inside the ellipsoid every plane counts equally along its normal

Take an interior point x_i = a_i y_i with |y| < 1. For every direction n,

|n·x| = h |m·y| < h.

So for every n, the plane through x with normal n cuts the ellipsoid, and S_pp takes its interior value −2πa₁a₂a₃/h³. This value does not contain x. Therefore

∂_l u_k = (a₁a₂a₃/4π) ∫ dn K⁻¹_ki n_l n_j τ_ij/h³.

The displacement gradient, and with it the strain, is uniform throughout the interior. This is Eshelby's theorem for a medium of one stiffness. It needs neither isotropy nor a purely dilatational mismatch.

At an exterior point some planes miss the ellipsoid, and which ones they are depends on x. The slope S_p also jumps at |p| = h, which adds delta functions to S_pp. The argument for uniformity then fails, as the sphere already showed with its exterior field 1/r².

The weight 1/h³ has a simple meaning. Consider a narrow cone of directions dn, of unit length and volume dn/3. Stretching space by a₁, a₂, a₃ multiplies its volume by a₁a₂a₃. The stretched cone has length h and solid angle dm, hence volume h³dm/3. So

dm = a₁a₂a₃ dn/h³.

The weighted average over n is thus a uniform average over m, which I denote by ⟨…⟩:

∂_l u_k = ⟨K⁻¹_ki n_l n_j⟩ τ_ij, n_i = (m_i/a_i)/√Σ(m_s/a_s)².

Multiplying all semi-axes by one factor leaves n unchanged. At fixed proportions the interior strain does not depend on the size of the inclusion.

### Limits of the anisotropic result

Setting every factor except the weight to 1 must reproduce χ = 1 inside. It does, since ⟨1⟩ = 1.

A second limit is a very flat ellipsoid, a₃ → 0. Then n points along z for nearly all m, and ∂_l u_k = K⁻¹_ki τ_iz for l = z and zero otherwise. The traction on the flat faces is

σ_iz = C_izkz ∂_z u_k − τ_iz = K_ik K⁻¹_kj τ_jz − τ_iz = 0.

The layer keeps the lateral dimensions of the matrix and relaxes freely along its normal, as a thin layer should.

For a general ellipsoid a separate route is available. The displacement produced by a unit point force follows from the same decomposition of δ(x):

G_ki(x) = (1/8π²r) ∮ K⁻¹_ki dφ,

with n running around the circle perpendicular to x. Since ∂_jχ is −N_j times a delta function on the surface, the source acts as a surface force τ_ij N_j, and

u_k(x) = ∮ G_ki(x−x′) τ_ij N_j dΣ′.

I evaluated this for C₁₁, C₁₂, C₄₄ = 166, 64, 80 GPa, rough values for silicon, and semi-axes 1, 1.5 and 2.5 µm. The polarization had τ₁₁, τ₂₂, τ₃₃ = 1, 0.5, 2 GPa, with τ₁₂ = 0.3, τ₂₃ = −0.2 and τ₁₃ = 0 GPa. The tractions around the point force balanced it to 6.5×10⁻⁸ of its magnitude. At four interior points with |y| between 0.45 and 0.52, the surface integral agreed with the linear displacement of the theorem to 5×10⁻¹¹ in relative terms. On the long axis at 1.8 times the semi-axis, outside the body, it departed from the continued linear field by 90% of that field.

### Isotropic medium: three shape factors

For an isotropic medium C_ijkl = λδ_ijδ_kl + μ(δ_ikδ_jl + δ_ilδ_jk). Contracting with n_j n_l gives

K_ik = μδ_ik + (λ+μ)n_i n_k, so K⁻¹_ki n_i = n_k/(λ+2μ).

Thermal mismatch has τ_ij = 3κβδ_ij. Hence

ε_kl = [3κβ/(λ+2μ)] ⟨n_k n_l⟩ = β[(1+ν)/(1−ν)] ⟨n_k n_l⟩.

The last step uses λ+2μ = (3κ+4μ)/3 and the ratio found for the sphere. Averages with k ≠ l vanish, because reversing one component of m reverses their sign. The diagonal ones, N_k = ⟨n_k²⟩, add up to 1. The sum of the normal strains, β(1+ν)/(1−ν), is therefore the same for all ellipsoids. Shape decides how it is shared among the axes.

For a sphere N_k = 1/3, which returns the first result. For a long round cylinder N_x = N_y = 1/2 and N_z = 0. For a flat disc N_z = 1.

A via is a metal-filled hole that carries current through a silicon wafer. As a first model, take an elongated spheroid with a₁ = a₂ = a and a₃ = c. Let q = c/a > 1 and g = √(q²−1). With m_z = t, uniformly distributed between 0 and 1 by symmetry,

n_z² = (t²/c²)/[t²/c² + (1−t²)/a²] = t²/(q² − g²t²).

Writing t² = [q² − (q² − g²t²)]/g² and integrating,

N_z = (1/g²)[q² ∫₀¹ dt/(q² − g²t²) − 1] = (1/g²)[(q/g) artanh(g/q) − 1].

For q = 10 this gives 0.0203. A spheroid ten times as long as it is wide is already close to the long cylinder, for which N_z = 0.

## Part 2. Copper in silicon, and where a real via departs from the theorem

### Symbols and results carried over

Strain ε is measured from the freely contracted matrix, and the inclusion has free mismatch strain β_ij = βδ_ij. The matrix has stiffness C, with λ, μ, κ and ν when isotropic; a prime marks the inclusion. If a medium of stiffness C contains an ellipsoid with uniform polarization stress τ, so that σ = Cε − τ inside, the interior strain is uniform:

ε_kl = P_klij τ_ij, P_klij = ½⟨(K⁻¹_ki n_l + K⁻¹_li n_k) n_j⟩.

Here K_ik = C_ijkl n_j n_l, n is parallel to m_i/a_i, and the average is uniform over unit vectors m. The decaying solution is unique. In an isotropic medium of one stiffness, ε_kk = β[(1+ν)/(1−ν)]N_k (no sum), with N_x + N_y + N_z = 1.

### Unequal stiffness

Copper and silicon differ in stiffness. Inside the real inclusion the stress is C′(ε − β). Inside the substitute medium it is Cε − τ. The two bodies have identical stresses for the same displacement if

Cε − τ = C′(ε − β), or τ = (C − C′)ε + C′β.

If ε is uniform, so is this τ, and a uniform τ in turn produces a uniform ε. Inserting τ into ε = Pτ closes the loop:

[I − P(C − C′)] ε = P C′β.

This is a set of six linear equations for the six components of a uniform strain. It could fail only if the matrix on the left had a null vector. Suppose ε⁰ ≠ 0 satisfies ε⁰ = P(C − C′)ε⁰. Take τ⁰ = (C − C′)ε⁰ in the substitute medium. Its interior strain is Pτ⁰ = ε⁰, and its interior stress is Cε⁰ − τ⁰ = C′ε⁰. This would be a decaying field in the real body without any mismatch.

The energy argument of Part 1 excludes it. With continuous displacement and traction, the interface terms cancel when the two regions are added, and both C and C′ are positive definite. So ε⁰ = 0, a contradiction. The equations have one solution, and by the same energy argument no other decaying field exists. The theorem therefore covers an ellipsoid whose stiffness differs from that of the matrix, provided each stiffness is uniform in its own region.

The strain inside an ellipsoidal inclusion is uniform even when its stiffness differs from that of the matrix, and six linear equations determine it. What remains is to put in numbers for copper vias in silicon and to see how far a real via, with its liner, flat ends and free surfaces, departs from this result.
